# The Bethe Sum Rule for Generalized Oscillator Strengths and Fast-Ion Stopping, part 2

A fast ion crossing matter loses energy mainly to electrons. To find the loss one needs the probability of every final state of the atom, weighted with its excitation energy. A sum rule fixes the total of these weighted probabilities at a given momentum transfer. Here it is applied to hydrogen and then to the stopping of a fast ion.

Atomic units are used: $\hbar$, the electron mass and the elementary charge are 1 and the Coulomb potential is $1/r$. Energies are in hartree, lengths in bohr.

The target has $N$ nonrelativistic electrons with positions $\mathbf r_j$, momenta $\mathbf p_j=-i\nabla_j$ and Hamiltonian $H=\sum_j\mathbf p_j^2/2+V$, where the potential $V$ is a real function of the positions. Its initial state $|0\rangle$ is a normalized bound eigenstate with energy $E_0$. The states $|n\rangle$, with energies $E_n$, form a complete orthonormal set of eigenstates, and a sum over $n$ includes the integral over the continuum.

The operator $\rho_{\mathbf q}=\sum_je^{i\mathbf q\cdot\mathbf r_j}$ transfers the momentum $\mathbf q$, of magnitude $q$, to the electrons. With $\omega_n=E_n-E_0$ and $F_n=\langle n|\rho_{\mathbf q}|0\rangle$, the generalized oscillator strength $f_n$ and its sum rule are

$$f_n(q)=\frac{2\omega_n}{q^2}|F_n|^2,\qquad \sum_nf_n(q)=N. \tag{10}$$

The rule holds for local potentials, a complete set of final states, and equivalence of $\mathbf q$ and $-\mathbf q$, which an atomic state of definite parity ensures. Also needed is $[H,\rho_{\mathbf q}]=\sum_je^{i\mathbf q\cdot\mathbf r_j}(q^2/2+\mathbf q\cdot\mathbf p_j)$.

The example is hydrogen in its 1s state, with a fixed nucleus and without relativistic or spin-dependent terms. Then $N=1$, and some of the amplitudes $F_n$ can be calculated by hand.

### 10. The elastic amplitude

All integrals follow from one. With the polar axis along $\mathbf q$, the angular average of $e^{i\mathbf q\cdot\mathbf r}$ is $\sin(qr)/qr$, so for $\beta>0$

$$\int\frac{e^{-\beta r}}{r}e^{i\mathbf q\cdot\mathbf r}d^3r=\frac{4\pi}{q}\int_0^\infty e^{-\beta r}\sin(qr)\,dr=\frac{4\pi}{\beta^2+q^2}. \tag{11}$$

Write $D=\beta^2+q^2$. Each application of $-\partial/\partial\beta$ brings down a factor $r$:

$$I_1=\int e^{-\beta r}e^{i\mathbf q\cdot\mathbf r}d^3r=\frac{8\pi\beta}{D^2},$$

$$I_2=\int r\,e^{-\beta r}e^{i\mathbf q\cdot\mathbf r}d^3r=-\frac{8\pi}{D^2}+\frac{32\pi\beta^2}{D^3}=\frac{8\pi(3\beta^2-q^2)}{D^3}.$$

The 1s function is $e^{-r}/\sqrt\pi$. Its square has $\beta=2$, and the elastic amplitude is

$$F_{1s}=\frac1\pi\,\frac{16\pi}{(4+q^2)^2}=\left(1+\frac{q^2}{4}\right)^{-2}. \tag{12}$$

Its square $P_0$ is the probability that the atom stays in 1s after a kick $\mathbf q$. The elastic channel has $\omega=0$ and contributes nothing to (10).

### 11. The strength of the $n=2$ level

For products of 1s with functions of the second level, $\beta=1+\tfrac12=\tfrac32$ and $D=(4q^2+9)/4$.

The 2s function is $(8\pi)^{-1/2}(1-r/2)e^{-r/2}$. Hence

$$F_{2s}=\frac{1}{\pi\sqrt8}\left(I_1-\tfrac12I_2\right)
=\frac{8\beta D-12\beta^2+4q^2}{\sqrt8\,D^3}.$$

With $\beta=3/2$ the numerator is $12(9/4+q^2)-27+4q^2=16q^2$. The constant terms cancel, as the orthogonality of 1s and 2s at $q=0$ demands. Using $D^6=(4q^2+9)^6/2^{12}$,

$$|F_{2s}|^2=\frac{256q^4}{8D^6}=\frac{2^{17}q^4}{(4q^2+9)^6}.$$

For 2p choose the $z$ axis along $\mathbf q$. The factor $e^{iqz}$ does not change under rotations about $z$, so only the state with magnetic quantum number zero is reached. Its function is $(4\sqrt{2\pi})^{-1}z\,e^{-r/2}$. The factor $z$ comes from applying $-i\,\partial/\partial q$ to $I_1$:

$$F_{2p}=\frac{1}{4\sqrt2\,\pi}(-i)\frac{\partial}{\partial q}\frac{8\pi\beta}{D^2}
=\frac{1}{4\sqrt2\,\pi}\,\frac{32\pi i\beta q}{D^3}=\frac{12iq}{\sqrt2\,D^3},$$

$$|F_{2p}|^2=\frac{72q^2}{D^6}=\frac{9\cdot2^{15}q^2}{(4q^2+9)^6}.$$

The sum of the two squares is $2^{15}q^2(4q^2+9)/(4q^2+9)^6$, so one factor cancels. The excitation energy is $\omega=\tfrac12-\tfrac18=\tfrac38$, and (10) gives

$$f_2(q)=\frac2{q^2}\cdot\frac38\cdot\frac{2^{15}q^2}{(4q^2+9)^5}=\frac{24576}{(4q^2+9)^5}. \tag{13}$$

At $q=1$ this is $24576/13^5=0.0662$. The sum rule then states, without any calculation of the higher states, that all levels above $n=2$ and the continuum together carry $1-0.0662=0.9338$.

### 12. The complete sum, state by state

The other strengths can be computed numerically. For each angular momentum $l$ from 0 to 24 the radial Hamiltonian was diagonalized in 45 functions, $(2r)^{l+1}e^{-r}$ times a Laguerre polynomial in $2r$. The eigenstates of positive energy form a discrete representation of the continuum.

The amplitudes follow from the expansion

$$e^{iqz}=\sum_l i^l(2l+1)j_l(qr)P_l(\cos\theta),$$

with spherical Bessel functions $j_l$ and Legendre polynomials $P_l$. The angular integral of $P_l$ between the spherical harmonics $Y_{l0}$ and $Y_{00}$ is $(2l+1)^{-1/2}$. For radial functions $u$, normalized by $\int u^2dr=1$, therefore

$$|F_{nl}|^2=(2l+1)\left(\int_0^\infty u_{nl}(r)\,j_l(qr)\,u_{1s}(r)\,dr\right)^2 .$$

At each of the three momentum transfers below, given in inverse bohr, the strengths sum to $1.0000$. Their distribution changes greatly. The column $n=2$ is a part of the columns $l=0$ and $l=1$.

| $q$ | $n=2$ | $l=0$ | $l=1$ | $l\ge2$ |
|---|---|---|---|---|
| 0.5 | 0.2458 | 0.0594 | 0.8079 | 0.1327 |
| 1.0 | 0.0662 | 0.1137 | 0.5467 | 0.3396 |
| 2.0 | 0.0025 | 0.0988 | 0.2894 | 0.6118 |

As $q$ grows, strength leaves the $n=2$ level and the dipole channel $l=1$ and goes to higher angular momenta. The $l=0$ share does not follow a single trend: it is larger at $q=1$ than at either of the other values.

### 13. The dipole limit

For small $q$ the plane wave is $1+iqz-q^2z^2/2+\dots$. The 1 does not excite. The term $iqz$ leads from 1s to $l=1$, with $|F|^2$ of order $q^2$ and hence a finite $f$. Excitation to $l=0$ or $l=2$ begins with $q^2z^2$, so there $|F|^2$ is of order $q^4$ and $f$ of order $q^2$. At $q=0.01$ the computed share of $l=1$ is $0.9999$.

The corresponding rule for $N$ electrons can be had without exchanging the limit and the infinite sum. Let $Z=\sum_jz_j$. From $[p_z^2/2,z]=-ip_z$ follows $[H,Z]=-i\sum_jp_{z,j}$, and $[z,p_z]=i$ gives $[Z,[H,Z]]=-i\cdot iN=N$. Since $Z$ is Hermitian, the expectation value of this double commutator is $2\langle0|Z(H-E_0)Z|0\rangle$, and

$$2\sum_n\omega_n|\langle n|Z|0\rangle|^2=N .$$

This is the Thomas–Reiche–Kuhn sum rule for optical transitions. No symmetry condition appears, because $Z^\dagger=Z$.

### 14. The mean energy of an inelastic event

For one electron $\rho_{\mathbf q}^\dagger\rho_{\mathbf q}=1$, so $\sum_n|F_n|^2=1$: the kicked atom ends in some state. The inelastic part of this probability is $1-P_0$. The energy-weighted sum is $q^2/2$. The mean excitation energy, given that an excitation has occurred, is the ratio

$$\bar\omega(q)=\frac{q^2/2}{1-(1+q^2/4)^{-4}}. \tag{14}$$

At $q=1$ the elastic probability is $(5/4)^{-4}=0.4096$, and $\bar\omega=0.5/0.5904=0.847$ hartree, or $23.0$ eV. The free recoil energy is only $0.5$ hartree. The difference is due to the elastic events, which take no energy and leave the whole of $q^2/2$ to be carried by the rest.

At $q=0.5$ the elastic probability is $0.785$ and the mean loss $0.580$ hartree, more than four times the recoil energy of $0.125$ hartree. At $q=2$ the elastic probability has fallen to $0.0625$, and the mean loss of $2.133$ hartree is close to the recoil energy of 2 hartree. For $q\to0$ the denominator of (14) tends to $q^2$ and $\bar\omega\to\tfrac12$ hartree: a gentle kick excites rarely, but an excitation still costs a finite energy.

The spread at large $q$ follows from the same commutator. Since $(H-E_0)|0\rangle=0$,

$$(H-E_0)e^{i\mathbf q\cdot\mathbf r}|0\rangle=[H,e^{i\mathbf q\cdot\mathbf r}]|0\rangle=e^{i\mathbf q\cdot\mathbf r}\left(\frac{q^2}{2}+\mathbf q\cdot\mathbf p\right)|0\rangle .$$

The squared norm of this vector is $\sum_n\omega_n^2|F_n|^2$. In 1s, $\langle\mathbf p\rangle=0$. The virial theorem makes the kinetic energy $\tfrac12$, so $\langle\mathbf p^2\rangle=1$, and each component has mean square $\tfrac13$. Hence

$$\sum_n\omega_n^2|F_n|^2=\frac{q^4}{4}+\frac{q^2}{3}.$$

Over all events, elastic ones included, the energy has mean $q^2/2$ and standard deviation $q/\sqrt3$. The ratio of the two, $2/(\sqrt3\,q)$, tends to zero as $q$ grows. The excitation probability therefore gathers around $\omega=q^2/2$, the energy of a free electron struck at rest. This concentration is the Bethe ridge, and its width reflects the momentum distribution of the bound electron.

### 15. Cross section for a fast ion

Let a bare ion of charge $z$ and velocity $\mathbf v$ pass the atom. It is much heavier than an electron, and its interaction is treated to first order (the first Born approximation), which requires $z/v\ll1$. The ion is described by plane waves in unit volume, losing momentum $\mathbf q$.

Its repulsion from the nucleus does not depend on the electron coordinates and cannot excite the atom, because $\langle n|0\rangle=0$. The attraction to electron $j$ is $-z/|\mathbf r_j-\mathbf R|$, with $\mathbf R$ the position of the ion. Integration over $\mathbf R$ with the factor $e^{i\mathbf q\cdot\mathbf R}$ gives, by (11) for $\beta\to0$, the value $-(4\pi z/q^2)e^{i\mathbf q\cdot\mathbf r_j}$. The matrix element is thus $-(4\pi z/q^2)F_n$, and $\rho_{\mathbf q}$ appears as the operator that couples the atom to the ion.

An ion of mass $M$ loses the energy $\mathbf q\cdot\mathbf v-q^2/2M$. The last term is dropped because $M$ is large. The golden rule gives the transition rate, and division by the incident flux $v$ gives the cross section:

$$\sigma_n=\frac{2\pi}{v}\int\frac{d^3q}{(2\pi)^3}\left(\frac{4\pi z}{q^2}\right)^2|F_n|^2\,\delta(\omega_n-\mathbf q\cdot\mathbf v).$$

For a spherical atom $|F_n|^2$, summed over the magnetic substates of a level, does not depend on the direction of $\mathbf q$. With $\mu$ the cosine of the angle between $\mathbf q$ and $\mathbf v$, the angular integral is

$$2\pi\int_{-1}^1\delta(\omega_n-qv\mu)\,d\mu=\frac{2\pi}{qv}\quad\text{if }\omega_n<qv,$$

and zero if $\omega_n>qv$. The factors combine to $2\pi\cdot16\pi^2\cdot2\pi/8\pi^3=8\pi$, and the powers of $q$ to $q^{-4}q^2q^{-1}=q^{-3}$:

$$\frac{d\sigma_n}{dq}=\frac{8\pi z^2}{v^2q^3}|F_n|^2,\qquad \omega_n<qv. \tag{15}$$

### 16. Energy loss per interval of $\ln q$

Let $S=\sum_n\int\omega_n\,d\sigma_n$ be the energy-loss cross section of one atom. The energy lost per unit path is $S$ times the number of atoms per unit volume. Multiply (15) by $\omega_n$, use $\omega_n|F_n|^2=q^2f_n/2$ from (10), and sum:

$$\frac{dS}{d\ln q}=\frac{4\pi z^2}{v^2}\sum_{\omega_n<qv}f_n(q)\;\le\;\frac{4\pi z^2N}{v^2}. \tag{16}$$

The inequality holds for a target in its ground state, where every $f_n\ge0$. Where nearly all the strength lies below $qv$, the two sides nearly agree. In that range each equal interval of $\ln q$ contributes nearly the same loss, set by the number of electrons and not by their binding.

For a proton on hydrogen at $v=10$, an energy of $2.50$ MeV, the right side of (16) is $4\pi/100=0.1257$ hartree bohr², or $0.0958\times10^{-15}$ eV cm². At $q=1$ the excitation energy is limited to $qv=10$ hartree. The golden-rule integral was evaluated with the computed hydrogen states of section 12 and a Gaussian of width $0.05$ hartree in place of the delta function. It gives $0.1255$ hartree bohr², a fraction $0.9985$ of the full value. By (16) the missing part is the strength lying above the kinematic limit. Because the continuum is represented by discrete states, which are widely spaced at such energies, the calculation gives only the order of magnitude of this small remainder, about a tenth of a per cent. The closed-form strength of the Coulomb continuum above 10 hartree is $0.0012$, which corresponds to a fraction $0.9988$ and leaves the loss at $0.1255$ hartree bohr².

### 17. The ends of the range and the stopping logarithm

At large $q$ the strength sits on the ridge $\omega\approx q^2/2$. It is reachable if $q^2/2<qv$, that is, up to $q\approx2v$. The momenta of the bound electrons blur this end by an amount that is small relative to $2v$ when $v$ is large.

At small $q$ an excitation becomes possible only when $q>\omega_n/v$. Choose $q_0$ much smaller than the inverse atomic size but much larger than the important values of $\omega_n/v$. Below $q_0$ the strengths can be replaced by their dipole values $f_n(0)$, so the integral of the sum in (16) over $\ln q$ is

$$\sum_nf_n(0)\ln\frac{q_0v}{\omega_n}=N\ln\frac{q_0v}{I},\qquad \ln I=\frac1N\sum_nf_n(0)\ln\omega_n .$$

Above $q_0$ the sum rule applies up to $q\approx2v$ and gives $N\ln(2v/q_0)$. The arbitrary $q_0$ cancels when the two parts are added:

$$S\simeq\frac{4\pi z^2N}{v^2}\ln\frac{2v^2}{I}. \tag{17}$$

This is the leading nonrelativistic result for an ion much faster than all the electrons of the target. The sum rule supplies the factor $N$ in both parts. The binding enters through the mean excitation energy $I$, which depends on how the dipole strength is distributed over energy.

If $v$ is not large compared with the speeds of the inner electrons, part of the strength lies outside the kinematic range even at intermediate $q$, and the sum in (16) falls short of $N$. If $z/v$ is not small, the first-order cross section itself becomes unreliable. In both cases the sum rule (10) still holds for the target, but the energy loss is no longer given by the full sum with the weight in (15).
